\section*{Why a charged interface has no unique dipole moment}

\section{The result and its reason}

Let an interface carry a net charge $\sigma$ per unit area, and let $p(x_0)$ be its dipole moment per unit area, measured from a plane at $x_0$. If the plane is moved by $a$, the moment becomes
\begin{equation}
p(x_0+a)=p(x_0)-\sigma a .
\label{eq:main}
\end{equation}
The moment is independent of the plane if $\sigma=0$, and only then. When $\sigma\neq0$, a value of the moment says nothing until the plane is named, because a suitable plane gives any value, including zero.

The derivation takes three lines. Let $x$ run perpendicular to the interface, and let $\rho(x)$ be the charge density averaged over the directions parallel to it. The charge is confined to a finite range of $x$. The net sheet charge and the moment are
\begin{equation}
\sigma=\int\rho(x)\,dx,\qquad
p(x_0)=\int (x-x_0)\,\rho(x)\,dx .
\label{eq:def}
\end{equation}
A positive moment points towards larger $x$. Replace $x_0$ by $x_0+a$ and separate the terms:
\begin{align}
p(x_0+a)&=\int (x-x_0-a)\,\rho\,dx \nonumber\\
&=\int (x-x_0)\,\rho\,dx-a\int\rho\,dx
=p(x_0)-\sigma a .
\end{align}
The constant $a$ leaves the integral, and what it multiplies is the net charge.

There is a picture behind this algebra. To describe the interface as ``a charged sheet plus a dipole'', one must put the sheet somewhere. Suppose it is moved from $x_0$ to $x_0+a$ while the true charge stays fixed. The dipole must then make good the difference between the two sheets: a charge $+\sigma$ at $x_0$ and a charge $-\sigma$ at $x_0+a$. This pair is neutral and has the moment $-\sigma a$. The change of moment is thus a transfer between two parts of a description, and no charge has moved.

Setting $x_0=0$ and then choosing $a=x_c=p(0)/\sigma$ gives $p(x_c)=0$. The plane $x_c$ is the charge centroid. It might seem the natural reference, but it makes every charged interface dipole-free. When charges of both signs are present, it can also lie well outside the region that holds them. As $\sigma\to0$ at fixed $p(0)\neq0$, the centroid moves off to infinity. The neutral interface, which has a definite nonzero moment, is recovered in that limit.

\section{What the potential shows}

One might hope that the electrostatic potential singles out a value, since a neutral dipole layer produces a definite potential step. Let all the charge, including that of polarised atoms, lie in $-\ell<x<\ell$. Poisson's equation is $\phi''=-\rho/\varepsilon_0$. To the left of the charge the potential is a straight line, and its extension to all $x$ is
\begin{equation}
\phi_L(x)=\phi(-\ell)+\phi'(-\ell)\,(x+\ell).
\end{equation}
Integrating Poisson's equation once from $-\ell$ gives
\begin{equation}
\phi'(x)=\phi'(-\ell)-\frac1{\varepsilon_0}\int_{-\ell}^{x}\rho(x')\,dx',
\end{equation}
and a second integration gives
\begin{equation}
\phi(x)=\phi_L(x)-\frac1{\varepsilon_0}\int_{-\ell}^{x}\!du\int_{-\ell}^{u}\!\rho(x')\,dx'
=\phi_L(x)-\frac1{\varepsilon_0}\int_{-\ell}^{x}(x-x')\,\rho(x')\,dx' .
\end{equation}
In the last step the order of integration was exchanged: for a fixed $x'$, the variable $u$ runs from $x'$ to $x$ and contributes the length $x-x'$. To the right of the charge the integral covers all of $\rho$, and the potential is a second straight line, $\phi_R$. Extending this line back to any plane $x_0$ and comparing the integral with Eq.~\eqref{eq:def} gives
\begin{equation}
\phi_R(x_0)-\phi_L(x_0)=\frac{p(x_0)}{\varepsilon_0}.
\label{eq:gap}
\end{equation}

The potential step is therefore the vertical gap between two extended lines. Since $E=-\phi'$, differentiating Eq.~\eqref{eq:gap} and using $dp/dx_0=-\sigma$ gives $E_R-E_L=\sigma/\varepsilon_0$, which is Gauss's law. For $\sigma=0$ the lines are parallel and the gap is the same wherever it is read. For $\sigma\neq0$ they have different slopes, and the gap depends on the place of reading. They cross at the centroid. A uniform background field tilts both lines equally and drops out of the gap.

\section{An interface inside a gate stack}

In a transistor gate stack the interface lies between two insulators. Let $x=0$ be the boundary between a high-permittivity (high-k) film of thickness $t$, on the left, and an interlayer of thickness $t_i$, on the right. The gate is at $x=-t$ and the silicon begins at $x=t_i$. From here on, $\rho$ leaves out the polarisation charge of the insulators. That charge responds to the field and is represented by the permittivity $\varepsilon(x)$, equal to $\varepsilon_h$ in the film and $\varepsilon_i$ in the interlayer.

A charge now counts in the potential by the thickness divided by permittivity that lies between it and the reference plane. Define
\begin{equation}
s(x)=\int_0^x\frac{dx'}{\varepsilon(x')},\qquad
P(x_0)=\int\left[s(x)-s(x_0)\right]\rho(x)\,dx .
\label{eq:P}
\end{equation}
The quantity $P$ is the dipole step in volts; in a uniform medium it is $p/\varepsilon$. Because $s(x_0)$ is a constant under the integral,
\begin{equation}
P(x_0)=P(0)-\sigma s(x_0).
\label{eq:Pshift}
\end{equation}
A displacement $a$ within one layer changes $P$ by $-\sigma a/\varepsilon$, with the permittivity of that layer.

The measured quantity is the flat-band voltage, the gate voltage at which the field in the silicon vanishes. Let $\Delta V$ be the part of it caused by $\rho$, with the gate taken as an ideal conductor. The displacement field obeys $D'=\rho$ and is zero at the silicon, so
\begin{equation}
D(x)=-\int_x^{t_i}\rho(x')\,dx'.
\end{equation}
The gate potential minus the silicon potential is the integral of $E=D/\varepsilon$ from gate to silicon:
\begin{align}
\Delta V&=\int_{-t}^{t_i}\frac{D(x)}{\varepsilon(x)}\,dx
=-\int_{-t}^{t_i}\frac{dx}{\varepsilon(x)}\int_x^{t_i}\rho(x')\,dx' \nonumber\\
&=-\int\rho(x')\left[s(x')-s(-t)\right]dx' .
\end{align}
The order of integration was exchanged again: for a fixed $x'$, the variable $x$ runs from $-t$ to $x'$. Now add and subtract $s(x_0)$ inside the bracket:
\begin{equation}
\Delta V=-\sigma\left[s(x_0)-s(-t)\right]-P(x_0).
\label{eq:VFB}
\end{equation}
The first term is the shift due to a sheet $\sigma$ placed at $x_0$, and the second is due to a dipole there. Each depends on $x_0$. By Eq.~\eqref{eq:Pshift} the sum does not, since $-\sigma s(x_0)$ in the first term is cancelled by $+\sigma s(x_0)$ in the second. The voltage is a physical quantity, whereas its division into a charge part and a dipole part is a choice.

\section{Numbers for one stack}

Take a film of 3.0 nm with relative permittivity 20 and an interlayer of 1.0 nm with relative permittivity 3.9. A positive layer of $3.5\times10^{13}$ elementary charges per cm$^2$ is centred at $-0.10$ nm, and a negative layer of $3.0\times10^{13}$ cm$^{-2}$ at $+0.15$ nm. Both are Gaussian, with an rms width of 0.04 nm. The net density is $5\times10^{12}$ cm$^{-2}$, so $\sigma=0.801\ \mu$C/cm$^2$. The two layers carry $+7\sigma$ and $-6\sigma$, which makes the moment easy to follow:
\begin{equation}
p(0)=7\sigma(-0.10\ \mathrm{nm})-6\sigma(0.15\ \mathrm{nm})
=-(1.60\ \mathrm{nm})\,\sigma=-1.282\ \mu\mathrm{C\,cm^{-2}\,nm}.
\end{equation}
Moving the plane by $+0.2$ nm subtracts $0.801\times0.2=0.160$ and gives $-1.442$; moving it by $-0.2$ nm gives $-1.122$, in the same unit. The centroid is at $-1.60$ nm, although the charge itself lies within a few tenths of a nanometre of the boundary.

For the voltages, two fields are needed:
\begin{equation}
\frac{\sigma}{\varepsilon_h}=45.2\ \mathrm{mV/nm},\qquad
\frac{\sigma}{\varepsilon_i}=\frac{20}{3.9}\times45.2\ \mathrm{mV/nm}=232\ \mathrm{mV/nm}.
\end{equation}
If each charge layer is treated as thin, the dipole step about the boundary is
\begin{equation}
P(0)\simeq-7(0.10)(45.2)\ \mathrm{mV}-6(0.15)(232)\ \mathrm{mV}\simeq-240\ \mathrm{mV}.
\end{equation}
Integration over the Gaussian profiles also gives $-0.240$ V. The sheet term for a sheet at the boundary is $-45.2\times3.0=-136$ mV. The shift is therefore $-0.136+0.240=+0.105$ V when unrounded values are used. Other planes divide it differently:

\begin{center}
\begin{tabular}{rrrr}
$x_0$ (nm) & sheet term (V) & $P(x_0)$ (V) & $\Delta V$ (V)\\
$-3.0$ & $0.000$ & $-0.105$ & $+0.105$\\
$-0.2$ & $-0.127$ & $-0.231$ & $+0.105$\\
$0.0$ & $-0.136$ & $-0.240$ & $+0.105$\\
$+0.2$ & $-0.182$ & $-0.287$ & $+0.105$\\
$+1.0$ & $-0.368$ & $-0.472$ & $+0.105$
\end{tabular}
\end{center}

A direct numerical solution of Poisson's equation for the same charge, which makes no division into sheet and dipole, also gives $+0.105$ V.

The dipole of this one interface is $-0.105$ V if referred to the gate and $-0.472$ V if referred to the silicon surface. A step of 0.2 nm, about the size of a bond, changes it by $-46$ mV into the interlayer but by only $+9$ mV into the film. The ratio of these magnitudes is the inverse ratio of the permittivities. An uncertain reference plane thus does most harm on the low-permittivity side.

\section{What a thickness series measures}

One way to separate charge from dipole is to vary the film thickness. Put $x_0=0$ in Eq.~\eqref{eq:VFB}. Since $s(0)=0$ and $s(-t)=-t/\varepsilon_h$,
\begin{equation}
\Delta V=-\frac{\sigma}{\varepsilon_h}\,t-P(0).
\label{eq:line}
\end{equation}
This holds if the interface charge, its position relative to the boundary, and the interlayer stay fixed as $t$ changes. A measured flat-band voltage also contains the work-function difference between gate and silicon, which must be subtracted first. Charge at the silicon surface would add to both slope and intercept, and is taken to be absent here. The slope then gives $\sigma$, and the intercept seems to give ``the'' dipole. The intercept, however, is the value at zero thickness, and zero thickness refers to a plane. Suppose the thickness is counted from the gate to a plane $x_m\le0$ in the film, so that $t'=t+x_m$. Then
\begin{align}
\Delta V&=-\frac{\sigma}{\varepsilon_h}(t'-x_m)-P(0)
=-\frac{\sigma}{\varepsilon_h}t'-\left[P(0)-\frac{\sigma x_m}{\varepsilon_h}\right] \nonumber\\
&=-\frac{\sigma}{\varepsilon_h}t'-P(x_m),
\end{align}
where the last step uses Eq.~\eqref{eq:Pshift} with $s(x_m)=x_m/\varepsilon_h$. The intercept is minus the dipole step about the plane from which thickness is counted.

In the example, Poisson solutions for films of 3, 4, 5 and 6 nm give shifts of $+0.105$, $+0.059$, $+0.014$ and $-0.031$ V. A straight line through them has the slope $-45.2$ mV/nm. Its intercept is $+0.240$ V if thickness is counted to the boundary and $+0.231$ V if it is counted to a plane 0.2 nm inside the film. The data are the same in both cases.

The shift changes sign at $t=0.240/0.0452=5.31$ nm. At that thickness the gate coincides with the plane about which $P$ vanishes, $x_0=-5.31$ nm. In the 3 nm film no such plane exists inside the stack, which is why every $P$ in the table is negative. This plane differs from the centroid at $-1.60$ nm because $P$ weights each distance by the inverse permittivity and $p$ does not.

If the film also holds a uniform volume charge $\rho_b$, a slice at distance $y$ from the gate adds $-\rho_b\,y\,dy/\varepsilon_h$ to the shift. The sum is $-\rho_b t^2/(2\varepsilon_h)$. The plot is then curved, and a straight-line fit mixes this charge into both slope and intercept.

\section{What remains well defined}

Three quantities survive a change of plane. The first is the dipole of a neutral interface. If the positive layer is reduced to $3.0\times10^{13}$ cm$^{-2}$, then $P=-0.236$ V about every plane in the table.

The second is the total voltage. The pair formed by $\sigma$ and the dipole step $P$ about a stated plane is just as definite, and it tells more. For a given $\varepsilon(x)$ in this planar problem, the pair fixes the potential everywhere outside the charge, apart from a constant and a uniform displacement field set by the surroundings, because the outer potential depends on $\rho$ through no other integrals.

The third is the difference between two interfaces with the same $\sigma$ and the same $\varepsilon(x)$, taken about the same plane. By Eq.~\eqref{eq:Pshift} the term $-\sigma s(x_0)$ is common to both and cancels. If the negative layer is moved from 0.15 to 0.20 nm at fixed charge, $P$ changes by $-6(0.05)(232)=-70$ mV about any plane, and the flat-band voltage rises by 70 mV.

Equal charge is essential here. Compare the charged interface with the neutral one. About the boundary their dipole steps are $-0.240$ and $-0.236$ V, a difference of about 5 mV. About the silicon surface they are $-0.472$ and $-0.236$ V, a difference of about 0.24 V. Whether the added charge ``changed the dipole'' has no answer without a plane.

\section{The model beside a real stack}

The permittivities and thicknesses are rough typical values for hafnium oxide on silicon oxide. Dipole steps of some tenths of a volt are a reasonable scale for such stacks. The net charge of $5\times10^{12}$ cm$^{-2}$ is high for a well-annealed device. At one tenth of it, every change of $P$ with the plane would be ten times smaller. One doubtful assumption is a permittivity that jumps at a sharp boundary, since a macroscopic permittivity has no firm meaning over a bond length. If it varies linearly over 0.5 nm instead, with the charge held fixed, $\Delta V$ falls from $+0.105$ V to $-0.002$ V. The assumed charge positions matter as much: with the sharp boundary kept, moving both charge layers 0.1 nm towards the gate also brings $\Delta V$ to about zero. The model's voltage is thus uncertain by about its own size. Equation~\eqref{eq:Pshift} holds for either profile, because it was derived for any given $\varepsilon(x)$. Its numbers do depend on the profile: for a plane moved by 0.2 nm from $x=0$, the changes of $-46$ mV towards the silicon and $+9$ mV towards the gate become $-22$ and $+12$ mV with the graded permittivity.

A real gate is not an ideal conductor either. If its potential decays over a screening length $\lambda$, the surface field $\sigma/\varepsilon_0$ drops an extra voltage $\sigma\lambda/\varepsilon_0$ inside the metal. With a rough $\lambda=0.05$ nm this shifts $\Delta V$ by $-45$ mV. The shift does not depend on film thickness, so it enters the intercept of Eq.~\eqref{eq:line} and would be read as part of the dipole. It is again $\sigma$ times a length: the reference plane at the gate is uncertain too.

The net charges are discrete: on average there is one in each square of side 4.5 nm, a length greater than the film thickness. If they are placed at random along the boundary and the screening by silicon carriers is ignored, the potential at the silicon surface varies laterally by 35 mV rms, compared with a thermal voltage of 26 mV at 300 K. This estimate counts the net charges only. Disorder among the balancing charges of the two layers adds to it: the variation is about 50 mV if they form randomly placed vertical pairs, and about 150 mV if all charges are placed independently. The planar formulas describe the lateral average, and a measured flat-band voltage need not equal that average.

Breakdown and leakage matter less at flat band. The film field is 0.45 MV/cm, against a rough breakdown field of 5 MV/cm. The field inside the dipole layer peaks at 14 MV/cm with the sharp boundary and at about 6 MV/cm with the graded permittivity, but it extends over about a bond length, where a bulk breakdown field is not a reliable criterion. With rough barriers and masses, and with the potential of the interface charge left out of the barrier, the one-way tunnelling current of silicon electrons is of the order of $10^{-8}$ A/cm$^2$. Including that potential raises the current about threefold. Even then, this current would lose less than $10^{-7}$ V across a series resistance of 1 $\Omega\,$cm$^2$. The current of gate electrons in the opposite direction depends exponentially on the gate work function. With a silicon electron affinity of 4.05 eV, it is smaller than the silicon current for 4.1 eV but of the order of $10^{-5}$ A/cm$^2$ for 3.9 eV, which still loses only microvolts. These estimates do not extend to a gate bias several volts away from flat band, which would raise the current and the fields in both layers and could break down the interlayer. The tunnelling estimates use rough barriers of 1.5 eV (film) and 3.1 eV (interlayer) above the silicon conduction band edge, masses of 0.2, 0.5, 0.26 and 1.0 electron masses in film, interlayer, silicon and gate, a gate band bottom 5 eV below the silicon band edge, and $10^{17}$ silicon electrons per cm$^3$ at 300 K.

\section*{Numbers as computed}
\begin{verbatim}
high-k: 3.0 nm, relative permittivity 20.0
interlayer: 1.0 nm, relative permittivity 3.9
positive layer: 3.50e+13 cm^-2 at -0.10 nm
negative layer: 3.00e+13 cm^-2 at 0.15 nm
rms width of each layer: 0.04 nm
net number density: 5.00e+12 cm^-2
net sheet charge: 0.8011 uC/cm2
moment about -0.2 nm: -1.1215 uC/cm2 nm
moment about +0.0 nm: -1.2817 uC/cm2 nm
moment about +0.2 nm: -1.4420 uC/cm2 nm
charge centroid: -1.600 nm
neutral moment, any plane: -1.2016 uC/cm2 nm
plane (nm) | sheet term (V) | dipole step P (V) | V_FB shift (V)
-3.0 | -0.0000 | -0.1046 | +0.1046
-0.2 | -0.1267 | -0.2313 | +0.1046
+0.0 | -0.1357 | -0.2404 | +0.1046
+0.2 | -0.1821 | -0.2868 | +0.1046
+1.0 | -0.3677 | -0.4723 | +0.1046
V_FB shift from Poisson solution: +0.1046 V
P change, plane 0.2 nm into interlayer: -46.4 mV
P change, plane 0.2 nm into high-k: +9.0 mV
neutral interface P, any plane: -0.2358 V
P difference, negative layer moved to 0.20 nm: -0.0696 V
V_FB shift at high-k thickness 3.0 nm: +0.1046 V
V_FB shift at high-k thickness 4.0 nm: +0.0594 V
V_FB shift at high-k thickness 5.0 nm: +0.0142 V
V_FB shift at high-k thickness 6.0 nm: -0.0311 V
slope against high-k thickness: -45.24 mV/nm
intercept, thickness from boundary: +0.2404 V
intercept, thickness from -0.2 nm: +0.2313 V
high-k thickness for zero V_FB shift: 5.31 nm
V_FB shift, permittivity graded over 0.5 nm: -0.0025 V
gate screening length (rough input): 0.05 nm
V_FB change from gate screening: -45.2 mV
mean spacing of net charges: 4.47 nm
rms lateral potential at silicon: 34.5 mV
thermal voltage at 300 K: 25.85 mV
high-k field at flat band: 0.452 MV/cm
peak field inside dipole layer: 13.9 MV/cm
high-k breakdown field (rough input): 5 MV/cm
barriers (rough): high-k 1.5 eV, interlayer 3.1 eV
masses (rough): high-k 0.2, interlayer 0.5, silicon 0.26 m_e
gate well depth 5.0 eV, gate mass 1.0 m_e (rough)
silicon electron density: 1.0e+17 cm^-3
transmission at thermal energy: 1.7e-13
leakage near flat band: 1.4e-08 A/cm2
drop across 1 ohm cm2 series resistance: 1.4e-08 V
\end{verbatim}
